# Film and target composition in the Berg model of reactive sputtering

## The question

A metal target of area $A_t$ is sputtered by argon ions in the presence of a reactive gas. The sputtered material lands on a collector of area $A_c$, which comprises every surface that receives the film. The Berg model describes each surface by one number, the fraction of its sites that are compound: $\theta_t$ on the target and $\theta_c$ on the film. Assume the following.

- The ion flux $j$ (ions per area and time) is uniform over the target, and the flux $F$ of reactive molecules is the same on both surfaces.
- A diatomic reactive molecule sticks with probability $\alpha$ on metal and does not stick on compound. The value of $\alpha$ is the same on target and collector.
- A compound unit holds one metal atom and $b$ reactive atoms. It is sputtered and lands as a whole unit.
- One ion removes $Y_m$ metal atoms from metal, or $Y_c$ compound units from compound. Material removed from the target exposes metal.
- All sputtered material lands evenly on the collector, and the state is steady.

Write $r=A_c/A_t$. All yields, fluxes and $\alpha$ are positive.

## Part (a): the target

**Find $\theta_t$ in terms of $Y_c$ and one dimensionless measure of the gas supply.**

*Answer.* A molecule that sticks brings two reactive atoms, enough for $2/b$ compound units. Only the metal fraction $1-\theta_t$ takes up gas, so compound forms at the rate $(2/b)\alpha F(1-\theta_t)$ per area. Sputtering removes it at the rate $jY_c\theta_t$. Equating the two rates and dividing by $j$ gives

$$
s(1-\theta_t)=Y_c\theta_t,\qquad s=\frac{2\alpha F}{bj}. \tag{1}
$$

The quantity $s$ is the number of compound units that the gas would form per incident ion on a bare metal target. Collecting the terms in $\theta_t$ gives $s=(s+Y_c)\theta_t$, hence

$$
\theta_t=\frac{s}{s+Y_c},\qquad 1-\theta_t=\frac{Y_c}{s+Y_c}. \tag{2}
$$

## Part (b): the film

**Set up the balance of compound on the film surface. Show that the buried film has the composition $\theta_c$ of its surface, and find $\theta_c/(1-\theta_c)$.**

*Answer.* Count units per ion striking the target, which means dividing every total rate by $jA_t$. The target sends out $Y_c\theta_t$ compound units and $Y_m(1-\theta_t)$ metal atoms. The gas forms $rs(1-\theta_c)$ compound units on the film. The factor $r$ appears because the collector is $r$ times larger than the target, and the same $s$ appears because the sticking is equal.

Each arriving unit buries one surface site, which is compound with probability $\theta_c$. In the steady state the compound that lands or forms equals the compound that is buried:

$$
Y_c\theta_t+rs(1-\theta_c)=\theta_c\left[Y_c\theta_t+Y_m(1-\theta_t)\right]. \tag{3}
$$

The square bracket is the total number of units buried, and the right-hand side is the number of compound units among them. Their quotient is $\theta_c$, so the surface fraction is also the composition of the film.

Subtract $\theta_cY_c\theta_t$ from both sides of (3). The left side then contains $Y_c\theta_t(1-\theta_c)$, and

$$
(1-\theta_c)\left[Y_c\theta_t+rs\right]=\theta_cY_m(1-\theta_t).
$$

Dividing by $(1-\theta_c)Y_m(1-\theta_t)$ gives

$$
\frac{\theta_c}{1-\theta_c}=\frac{Y_c\theta_t+rs}{Y_m(1-\theta_t)}. \tag{4}
$$

## Part (c): the area ratio

**For a given gas supply, find the area ratio above which the film is richer in compound than the target surface. Explain why a threshold exists.**

*Answer.* The function $x/(1-x)$ increases with $x$ between 0 and 1. Therefore $\theta_c>\theta_t$ is equivalent to

$$
\frac{Y_c\theta_t+rs}{Y_m(1-\theta_t)}>\frac{\theta_t}{1-\theta_t}.
$$

Multiplying by the positive quantity $Y_m(1-\theta_t)$ gives $Y_c\theta_t+rs>Y_m\theta_t$, or

$$
rs>(Y_m-Y_c)\theta_t. \tag{5}
$$

The target balance has not been used in this step. Inserting $\theta_t$ from (2) and dividing by $s$ gives

$$
r>r^*=\frac{Y_m-Y_c}{s+Y_c}=\left(\frac{Y_m}{Y_c}-1\right)(1-\theta_t), \tag{6}
$$

where the last form uses $1/(s+Y_c)=(1-\theta_t)/Y_c$.

When $Y_m>Y_c$, the metal part of the target emits more per site than the compound part, so the sputtered flux is richer in metal than the target surface. The film can make up the difference only by taking gas from the chamber, and its uptake grows with its area. Multiplying (5) by $1-\theta_t$ shows the balance. A film with the target's composition takes up $rs(1-\theta_t)$ units, and this must exceed $(Y_m-Y_c)\theta_t(1-\theta_t)$, the metal emitted beyond the share $1-\theta_t$ of the sputtered flux.

## Part (d): all gas pressures

**Find the smallest area ratio for which the film is richer at every nonzero gas pressure. Describe what happens at smaller ratios, and treat the case $Y_m\le Y_c$.**

*Answer.* Let $Y_m>Y_c$. At fixed ion flux, $s$ grows in proportion to the gas pressure, and $r^*$ falls as $s$ grows. Its upper limit is approached as $s\to0$:

$$
r_0=\frac{Y_m}{Y_c}-1. \tag{7}
$$

For any $s>0$ we have $r^*<r_0$, so $r=r_0$ already suffices. Any smaller $r$ fails at low enough pressure, because $r^*$ comes arbitrarily close to $r_0$.

For $0<r<r_0$ there is one crossover. Setting $r=r^*$ in the two forms of (6) gives

$$
s_x=\frac{Y_m-Y_c}{r}-Y_c,\qquad \theta_x=1-\frac{r}{r_0}. \tag{8}
$$

Below $s_x$ the film is poorer in compound than the target surface, and above it the film is richer.

The size of the difference follows from dividing (4) by $\theta_t/(1-\theta_t)$ and using $s/\theta_t=s+Y_c$:

$$
\frac{\theta_c/(1-\theta_c)}{\theta_t/(1-\theta_t)}=\frac{Y_c+r(s+Y_c)}{Y_m}. \tag{9}
$$

As $s\to0$ this ratio tends to $(1+r)Y_c/Y_m$, which equals 1 at $r=r_0$. As $s\to\infty$ the ratio grows without limit, but both fractions tend to 1 and their difference vanishes.

If $Y_m\le Y_c$, the right-hand side of (5) is zero or negative. The film is then richer for every $r>0$.

## Part (e): a numerical case

**Take $Y_m=0.6$, $Y_c=0.04$, $b=1.5$, $\alpha=0.5$, an ion current density of 10 mA/cm² of singly charged ions, $A_t=100$ cm² and $A_c=1000$ cm². The reactive gas is oxygen at 300 K, pumped at 100 L/s. Find $r_0$ and the crossover state. Can the crossover be reached by slowly raising the oxygen flow from zero?**

*Answer.* The values are rough ones for aluminium sputtered in argon and oxygen. The ratio that suffices at all pressures is $r_0=0.6/0.04-1=14$, a collector of 1400 cm². The given collector has $r=10$, so a crossover exists:

$$
s_x=\frac{0.56}{10}-0.04=0.016,\qquad \theta_x=1-\frac{10}{14}=0.286.
$$

The ion flux is $j=6.24\times10^{16}$ cm⁻² s⁻¹. Solving the definition of $s$ for the gas flux gives

$$
F=\frac{bjs_x}{2\alpha}=\frac{1.5\times6.24\times10^{16}\times0.016}{2\times0.5}
=1.50\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1}.
$$

Kinetic theory relates this to the pressure by $p=F\sqrt{2\pi mkT}$, with $m$ the mass of an oxygen molecule. The result is $p_x=4.2\times10^{-6}$ Torr.

The oxygen supply must cover the uptake of both surfaces and the loss to the pump of speed $S$:

$$
Q=\alpha F\left[A_t(1-\theta_t)+A_c(1-\theta_c)\right]+\frac{pS}{kT}. \tag{10}
$$

At the crossover both fractions are 0.286, and $Q=1.34$ sccm. The states around it, at $r=10$, are these:

| $p$ (Torr) | $s$ | $\theta_t$ | $\theta_c$ | $r^*$ |
|---|---|---|---|---|
| $2.0\times10^{-6}$ | 0.0077 | 0.161 | 0.142 | 11.8 |
| $4.2\times10^{-6}$ | 0.0160 | 0.286 | 0.286 | 10.0 |
| $1.0\times10^{-5}$ | 0.0383 | 0.489 | 0.568 | 7.2 |

The film cannot bind more gas than the metal arriving on it allows. As the pressure rises, the target fills with compound and emits less metal, so the uptake of the film eventually falls and $Q$ need not keep rising. Evaluating (10) along the steady states shows its first maximum at $1.5\times10^{-5}$ Torr and 2.1 sccm. The crossover lies below this fold, on the branch where flow rises with pressure. A slow increase of the flow from zero therefore passes through it. Beyond the fold, a further increase has no neighbouring steady state to follow.

The balances (1) and (3) can be tested without being assumed. In a random simulation with 200 target sites and a million events per run, single sites were sputtered, buried or converted by gas at $s=0.016$. For $r=5$, 10 and 20 the buried film had compound fractions 0.177, 0.287 and 0.437, against 0.176, 0.286 and 0.436 from (4). The simulated target fraction was 0.289 in each run, 0.003 above the value from (2), which is about the statistical error of a single run. The film thus passes from poorer to richer as $r$ crosses the neighbourhood of 10.

## Part (f): relaxing the assumptions

**Find how the threshold at $s=0.016$ changes in each case, with the other assumptions kept.**

1. **The collector's sticking probability is $\alpha_c$ and the target's is $\alpha_t$.**
2. **Compound is sputtered as separate atoms. The metal atom lands as metal, and the $b$ reactive atoms together convert the site they meet if it is metal. Otherwise they return to the gas, whose pressure is held fixed.**
3. **Oxygen ions implant in the target and all their atoms bind there. The argon pressure is 3 mTorr, and the oxygen share of the ions equals its share of the pressure.**
4. **The ion flux follows a racetrack profile $2j\sin^2(\pi x)$ across the target, $0<x<1$, with the same mean $j$.**

*Answer 1.* Define $s$ with $\alpha_t$. The gas term of the film becomes $rs\,\alpha_c/\alpha_t$, and $r$ is replaced by $r\alpha_c/\alpha_t$ throughout (5). The threshold is $r^*\alpha_t/\alpha_c$. Halving the collector's sticking alone raises it from 10 to 20.

*Answer 2.* Sputtered reactive atoms now bind only on the metal fraction, as the gas does. Every landing metal atom still buries a site:

$$
(Y_c\theta_t+rs)(1-\theta_c)=\theta_c\left[Y_c\theta_t+Y_m(1-\theta_t)\right].
$$

The condition $\theta_c>\theta_t$ becomes

$$
(Y_c\theta_t+rs)(1-\theta_t)>\theta_t\left[Y_c\theta_t+Y_m(1-\theta_t)\right].
$$

Divide by $1-\theta_t$ and use $Y_c\theta_t/(1-\theta_t)=s$ from (1):

$$
Y_c\theta_t+rs>s\theta_t+Y_m\theta_t
\quad\Longrightarrow\quad r>r^*+\theta_t.
$$

The threshold is $10+0.29=10.29$, a rise of 3%.

*Answer 3.* Let implantation add $i$ compound units per ion. In the steady state all reactive atoms that enter the target leave it again through sputtered compound, so

$$
s(1-\theta_t)+i=Y_c\theta_t,\qquad \theta_t=\frac{s+i}{s+Y_c},
$$

which requires $i<Y_c$; with the numbers used here this holds up to an oxygen pressure of about $9\times10^{-5}$ Torr. The film balance is unchanged, so (5) applies and gives

$$
r>\frac{(Y_m-Y_c)(s+i)}{s(s+Y_c)}=r^*\left(1+\frac{i}{s}\right).
$$

An oxygen molecular ion carries two atoms. The oxygen pressure is far below the argon pressure, so the oxygen share is nearly the ratio of the two, and

$$
i=\frac{2}{1.5}\times\frac{4.18\times10^{-6}}{3\times10^{-3}}=0.00186,\qquad \frac{i}{s}=0.116.
$$

The target fraction rises to 0.319 and the threshold to 11.2.

*Answer 4.* The local balance is $s(1-\theta)=2Y_c\sin^2(\pi x)\,\theta$. With $2\sin^2(\pi x)=1-\cos(2\pi x)$, the local fraction is

$$
\theta(x)=\frac{s}{s+Y_c-Y_c\cos(2\pi x)}.
$$

The mean of $1/(a-c\cos\phi)$ over a full period is $1/\sqrt{a^2-c^2}$ for $a>c>0$. Here $a^2-c^2=(s+Y_c)^2-Y_c^2=s(s+2Y_c)$, and the area mean is

$$
\bar\theta_A=\sqrt{\frac{s}{s+2Y_c}}=\sqrt{\frac{0.016}{0.096}}=0.408.
$$

Emission is governed instead by the mean weighted with the ion flux, $\bar\theta_j$. Averaging the local balance over $x$ gives $s(1-\bar\theta_A)=Y_c\bar\theta_j$, hence $\bar\theta_j=0.4\times0.592=0.237$. The film equation (4) holds with $\theta_t$ replaced by $\bar\theta_j$.

"Richer than the target surface" now has two meanings. Compared with $\bar\theta_j$, condition (5) gives $r>0.56\times0.237/0.016\approx8.3$. Compared with $\bar\theta_A$, the film must satisfy

$$
\frac{Y_c\bar\theta_j+rs}{Y_m(1-\bar\theta_j)}>\frac{\bar\theta_A}{1-\bar\theta_A},
$$

which gives $r>19.2$. The weakly bombarded parts of the target hold much compound but emit little, so they raise the area mean without enriching the film to match.

## Part (g): use in a real chamber

**How far can the threshold be trusted for a real aluminium process?**

*Answer.* The yields stand for argon ions of a few hundred electronvolts and are rough. Since $r_0$ depends on their quotient, an oxide yield of 0.03 instead of 0.04 would move it from 14 to 19. A single sticking probability of 0.5 is also a simplification, because sticking on metal can differ between target and film, and sticking on compound need not be zero. Its size leaves $r_0$, $s_x$ and $\theta_x$ unchanged, but the pressures, the fold and the implantation correction depend on it. With $\alpha=0.1$ the crossover pressure is five times higher, the flow curve at 100 L/s has no fold, and $i/s$ rises to 0.58, which lifts the low-pressure threshold with implantation to 22. A magnetron target breaks the assumption of uniform ion flux. For the profile used here, that moves the threshold from 10 to 8.3 or 19.2, depending on how the target composition is averaged. The equal gas flux on both surfaces is also doubtful here. At the crossover the surfaces take up oxygen at about 4400 L/s, against 100 L/s for the pump. In 3 mTorr of argon the diffusion coefficient of oxygen is about $5\times10^4$ cm²/s and the uptake velocity at the wall about $4\times10^3$ cm/s, so over 10 cm the flux can vary by a factor near two. A flux $F_c$ on the collector and $F_t$ on the target multiplies the threshold by $F_t/F_c$, as unequal sticking does. The return of sputtered atoms to the target through gas scattering and the uneven coating of the collector are left out, and their effect has not been estimated.

The rule $r\ge Y_m/Y_c-1$ therefore guarantees a richer film at all pressures under the assumptions of the opening question. With the racetrack profile it still suffices if the target composition is weighted with the ion flux: $\bar\theta_j<s/Y_c$, so the right-hand side of (5) stays below $r_0s$. It does not suffice for the area mean. At small $s$, $\bar\theta_A\approx\sqrt{s/(2Y_c)}$ while $\bar\theta_j\approx s/Y_c$ is much smaller, so the required ratio grows as $Y_m/\sqrt{2Y_cs}$ and no finite collector is large enough at all pressures. This unlimited growth arises because the assumed profile falls to zero. If the same profile is mixed with a uniform part so that the ion flux is nowhere below 5% of its mean, the required ratio levels off near 47, still far above 14.

The other changes in part (f) matter too. At fixed argon pressure $i/s$ is nearly constant as long as the oxygen pressure is much lower than the argon pressure, so implantation raises the low-pressure limit of the threshold from 14 to $14\times1.116=15.6$. Halving the collector's sticking alone raises it to 28. For a magnetron the rule is therefore a rough guide at best, and only when the film is compared with the flux-weighted target composition.

## Table of computed values

```
INPUTS (rough values, Al in Ar + O2)
yield of metal Ym = 0.6 atoms/ion
yield of compound Yc = 0.04 metal atoms/ion
O atoms per compound unit b = 1.5; sticking alpha = 0.5
ion current density = 10.0 mA/cm2
ion flux j = 6.242e+16 cm^-2 s^-1
target area = 100 cm2, collector = 1000 cm2
area ratio r = 10.0
argon pressure = 3.0e-03 Torr
gas temperature = 300 K
pumping speed = 100 L/s
THRESHOLD AND CROSSOVER
ratio sufficient at all pressures r0 = 14.00
collector area for r0 = 1400 cm2
crossover s = 0.0160 units/ion
crossover theta_t = theta_c = 0.2857
crossover O2 flux = 1.498e+15 cm^-2 s^-1
crossover O2 pressure = 4.178e-06 Torr
crossover O2 flow = 1.344 sccm
first fold: O2 pressure = 1.52e-05 Torr
first fold: O2 flow = 2.106 sccm
COMPOSITION AT r = 10: p(O2)/Torr, s, theta_t, theta_c, r*
  2.00e-06  0.0077  0.1607  0.1415  11.75
  4.18e-06  0.0160  0.2857  0.2857  10.00
  1.00e-05  0.0383  0.4891  0.5677  7.15
RANDOM SIMULATION at crossover s:
  r, theta_t sim., film sim., film from balance
   5  0.289  0.177  0.176
  10  0.289  0.287  0.286
  20  0.289  0.437  0.436
NEGLECTED EFFECTS: threshold ratio at crossover s
model as stated: 10.00
compound leaves as separate atoms: 10.29
collector sticking halved: 20.00
implanted O per ion i = 0.00186 units; i/s = 0.116
with implanted oxygen: theta_t = 0.3189
with implanted oxygen: threshold 11.16
racetrack area-mean theta_t = 0.4082
racetrack current-weighted theta_t = 0.2367
racetrack threshold, current-weighted: 8.28
racetrack threshold, area-mean: 19.16
SEPARATE ATOMS at s = 0.1, r = 4
theta_t = 0.7143, film from balance = 0.6818
film simulated = 0.682
```
